How many path-integral beads does a stiff harmonic mode need?

**Problem**

A particle of mass m moves in the potential V(q) = mω²q²/2 at temperature T. Its thermal energy is computed from a path integral with P beads, using the primitive (symmetric Trotter) splitting.

(a) Find the P-bead energy E_P.

(b) Show that at fixed temperature its error falls as P⁻² for large P.

(c) A mode has a wavenumber of 3600 cm⁻¹, and T = 300 K. Find the smallest P for which E_P is within 1 percent of the exact energy.

The energy is the total vibrational energy, zero-point energy included, and the 1 percent is relative to that total. Sampling noise and the time step of a molecular-dynamics run are separate errors and are not considered. Write β = 1/(kT) and

x = βħω,  ε = x/P.

Energies are given in cm⁻¹, meaning the energy divided by hc. In this unit kT is 208.510 cm⁻¹, so x = 3600/208.510 = 17.2653.

**A tempting solution, with a wrong answer**

The first part of this solution, up to equation (4), is sound. The partition function is the trace of exp(−βH), which is a product of P factors exp(−τH) with τ = β/P. With K = p²/(2m) for the kinetic energy, each factor is replaced by

exp(−τV/2) exp(−τK) exp(−τV/2).

This is the one approximation made in defining the P-bead system. The kinetic factor has position matrix elements found by inserting momentum states and completing the square:

⟨q|exp(−τK)|q′⟩ = ∫ dp/(2πħ) exp[ip(q − q′)/ħ − τp²/(2m)]
= [m/(2πħ²τ)]^{1/2} exp[−m(q − q′)²/(2ħ²τ)].

Insert a position integral between neighbouring factors. The trace closes the chain into a ring, q_{P+1} = q_1, and each bead collects two half-weights of the potential, together exp(−τmω²q_j²/2). Since τmω²/2 = [mP/(2βħ²)] ε², the result is

Z_P = [mP/(2πβħ²)]^{P/2} ∫ dq_1…dq_P exp{−[mP/(2βħ²)] Σ_j [(q_j − q_{j+1})² + ε²q_j²]}.  (1)

The quadratic form is unchanged when the beads are shifted around the ring, so discrete Fourier modes diagonalize it. For the mode q_j ∝ exp(2πijk/P), neighbouring beads differ by the factor exp(2πik/P), and the eigenvalue is

λ_k = |1 − exp(2πik/P)|² + ε² = 4 sin²(πk/P) + ε²,  k = 0, …, P − 1.  (2)

The real cosine and sine combinations of these modes, each normalized to unit length, form an orthonormal set, so the change of variables has unit Jacobian. Each mode amplitude u_k then gives a Gaussian integral [2πβħ²/(mPλ_k)]^{1/2}. The P factors cancel the prefactor in (1) and leave

Z_P = Π_k λ_k^{−1/2}.  (3)

The energy is E_P = −∂ ln Z_P/∂β at fixed P. Because ε is proportional to β, ∂λ_k/∂β = 2ε·(ε/β), and therefore

E_P = ½ Σ_k (∂λ_k/∂β)/λ_k = (1/β) Σ_k ε²/[ε² + 4 sin²(πk/P)].  (4)

Now comes the shortcut. The k = 0 term equals 1. For large P the quantity ε = x/P is small, so in the other terms ε² is dropped from the denominator. With the identity

Σ_{k=1}^{P−1} 1/sin²(πk/P) = (P² − 1)/3  (5)

this gives

βE_P ≈ 1 + (ε²/4)(P² − 1)/3 = 1 + x²/12 − x²/(12P²).  (6)

The P-dependent part falls as P⁻², as the problem asks. The mode is stiff, so its exact energy is close to ħω/2, or x/2 in units of kT. The relative error is then

[x²/(12P²)]/(x/2) = x/(6P²).

Setting this to 0.01 gives P² = 17.2653/0.06 = 287.8, hence P = 16.96, and the answer would be 17 beads.

**Where it fails**

Identity (5) is correct and is derived below. The fault is the dropped ε². That ε² is small compared with 1 is beside the point: it has to be small compared with 4 sin²(πk/P), and for low k this is small too. For k = 1 and large P,

ε²/[4 sin²(π/P)] → (x²/P²)/(4π²/P²) = x²/(4π²).

P has cancelled. For the present mode the ratio is 298.1/39.48 = 7.6, so the neglected term is several times larger than the term that was kept, and adding beads does not cure this. The shortcut requires x ≪ 2π, which is a condition on the temperature and not on the number of beads.

Equation (6) also fails a simple check. As P → ∞ it gives (1 + 298.1/12) kT = 25.84 × 208.5 cm⁻¹, about 5390 cm⁻¹, whereas the energy should be close to half of 3600 cm⁻¹. Inserting the correct ħω/2 in the denominator of the relative error hid this failure.

The sum (4) itself shows that a stiff mode needs many beads. Each of its P terms is at most 1, so E_P ≤ PkT. Reaching ħω/2 therefore takes at least x/2 = 8.6 beads, before any question of accuracy arises.

**The right solution: the energy in closed form**

The sum has to be done with ε² kept. It is easiest to evaluate the product (3) first. Define a > 0 by

sinh a = ε/2.  (7)

Since 4 sinh²a = 2 cosh 2a − 2 and 4 sin²(θ/2) = 2 − 2 cos θ, equation (2) becomes, with θ_k = 2πk/P,

λ_k = 2 cosh 2a − 2 cos θ_k = e^{−2a} (e^{2a} − e^{iθ_k})(e^{2a} − e^{−iθ_k}).

Multiplying out the right-hand side confirms the last step. The numbers e^{iθ_k} are the P roots of y^P = 1, so Π_k (y − e^{iθ_k}) = y^P − 1, and the same holds for the conjugate roots. With y = e^{2a},

Π_k λ_k = e^{−2aP} (e^{2aP} − 1)² = (e^{aP} − e^{−aP})² = 4 sinh²(Pa).  (8)

Hence

Z_P = 1/[2 sinh(Pa)].  (9)

This has the form of the exact partition function 1/[2 sinh(x/2)], with x/2 replaced by Pa.

Identity (5) follows from (8). Divide by the k = 0 factor, λ_0 = ε² = 4 sinh²a, and take the logarithm:

Σ_{k=1}^{P−1} ln[4 sin²(πk/P) + ε²] = 2 ln[sinh(Pa)/sinh a].

Expand both sides for small ε at fixed P. The term of order ε² on the left is (ε²/4) Σ 1/sin²(πk/P). On the right, ln(sinh u) = ln u + u²/6 + … gives 2(P² − 1)a²/6, and a² = ε²/4 to this order. Equating the two gives (5).

For the energy, differentiate (7) with respect to β at fixed P: cosh a · da/dβ = ħω/(2P). Then

E_P = −∂ ln Z_P/∂β = P coth(Pa) da/dβ = (ħω/2) coth(Pa)/cosh a.  (10)

This answers part (a). Two limits check it. For P = 1, sinh a = x/2 and coth a/cosh a = 1/sinh a = 2/x, so E_1 = ħω/x = kT, the classical energy. For P → ∞, a → ε/2 and Pa → x/2, which gives the exact energy

E = (ħω/2) coth(x/2).  (11)

The result does not depend on which of the two usual estimators is averaged. Equation (10) is the mean of the thermodynamic estimator, which comes from the β-derivative. The virial estimator for this potential is mω² times the bead average of q². From the Gaussians above, ⟨u_k²⟩ = βħ²/(mPλ_k), so

mω² (1/P) Σ_k ⟨u_k²⟩ = (βħ²ω²/P²) Σ_k 1/λ_k = (1/β) Σ_k ε²/λ_k,

which is (4) again. The two estimators share the same bead error at every P.

**The P⁻² law with its correct coefficient**

Hold x fixed and let P grow. From (7), a = arsinh(ε/2) = ε/2 − ε³/48 + O(ε⁵), so

Pa = x/2 − δ,  δ = x³/(48P²) + O(P⁻⁴).

The derivative of coth u is −1/sinh²u, hence coth(x/2 − δ) = coth(x/2) + δ/sinh²(x/2) + O(δ²). Dividing by coth(x/2) and using 2 sinh(x/2) cosh(x/2) = sinh x,

coth(Pa)/coth(x/2) = 1 + 2δ/sinh x + … = 1 + x³/(24P² sinh x) + O(P⁻⁴).

The other factor is

1/cosh a = (1 + ε²/4)^{−1/2} = 1 − x²/(8P²) + O(P⁻⁴).

Multiplying the two gives the relative error

1 − E_P/E = c(x) x²/P² + O(P⁻⁴),  c(x) = 1/8 − x/(24 sinh x).  (12)

Because sinh x > x for x > 0, c lies between 1/12 and 1/8 and does not vanish. This proves part (b).

The two ends of this range show what the shortcut did. The absolute error in units of kT is βE·c·x²/P². For x → 0, βE → 1 and c → 1/12, which gives x²/(12P²), the P-dependent term of (6). For large x, βE → x/2 and c → 1/8, which gives x³/(16P²). The shortcut thus underestimates the error of a stiff mode by the factor

(x³/16)/(x²/12) = 3x/4,

which is 12.9 here. Since P varies as the square root of the error coefficient, the bead number comes out too small by √12.9 = 3.6.

**One threshold, not several**

An asymptotic law does not by itself exclude that the error meets the tolerance at some small P and exceeds it again later. For the harmonic oscillator this can be ruled out. Keep x fixed and treat P = x/(2 sinh a) as a continuous variable, so that increasing P means decreasing a. Then dP/da = −P coth a, and

d(Pa)/da = P + a dP/da = P(1 − a coth a).

With d ln(coth u)/du = −2/sinh 2u, equation (10) gives

d ln E_P/da = 2P(a coth a − 1)/sinh(2Pa) − tanh a.

The bracket is positive because tanh a < a. Replacing sinh(2Pa) by the smaller quantity 2Pa therefore increases the first term:

d ln E_P/da < coth a − 1/a − tanh a = 2/sinh(2a) − 1/a < 0.

The equality uses coth a − tanh a = 1/(sinh a cosh a), and the last inequality uses sinh 2a > 2a. So E_P rises with every added bead and approaches E from below. There is one smallest P that meets a given tolerance, and every larger P meets it as well.

**The bead number for the 3600 cm⁻¹ mode**

The exact energy (11) is 1800.0 cm⁻¹, or 0.0082014 hartree. The part above the zero-point energy, ħω/(eˣ − 1), is only 1.1 × 10⁻⁴ cm⁻¹, so coth(x/2) differs from 1 by less than 10⁻⁷. Near the required P the argument Pa is lower than x/2 = 8.63 by about 0.03, so coth(Pa) is just as close to 1. To this accuracy

E_P/E = 1/√(1 + ε²/4).  (13)

For a relative tolerance η, the condition E_P/E ≥ 1 − η becomes ε²/4 ≤ (1 − η)⁻² − 1, or

P ≥ x/{2√[(1 − η)⁻² − 1]}.  (14)

With η = 0.01, (0.99)⁻² − 1 = 0.020304, whose square root is 0.14249. Then

P ≥ 17.2653/0.28498 = 60.58.

The smallest integer is P = 61. Energies from the full ring matrix agree:

P = 16: E_P = 1584.1 cm⁻¹, error 11.99 percent
P = 32: E_P = 1737.9 cm⁻¹, error 3.45 percent
P = 60: E_P = 1781.7 cm⁻¹, error 1.019 percent
P = 61: E_P = 1782.2 cm⁻¹, error 0.987 percent
P = 128: E_P = 1795.9 cm⁻¹, error 0.227 percent

Since the error decreases with P, the 17 beads of the tempting solution leave an error between 3.45 and 11.99 percent, well outside the tolerance.

**This answers part (c): 61 beads are needed.** The energy is then 1782.2 cm⁻¹, or 0.0081205 hartree.

The leading term of (12) alone, with c = 1/8, would give P ≥ x/√(8η) = 17.2653/√0.08 = 61.04, which rounds up to 62. The extra bead comes from the next term. Expanding (13),

1 − E_P/E = ε²/8 − 3ε⁴/128 + …,

so the pure P⁻² law overestimates the error slightly. At P = 61 it predicts 1.001 percent, just above the tolerance, while the actual error is 0.987 percent.

The same expansion shows when the P⁻² law can be used for a stiff mode: the relative correction to it is 3ε²/16, so ε² must be small. At P = 16, where ε = 1.08, the law predicts 14.6 percent instead of 11.99. Between P = 64 and 128 the error falls by a factor of 3.960, and between 128 and 256 by 3.990, approaching the factor of 4 that P⁻² implies. The numerical check also extracts c(x) by extrapolation at four values of x from 0.5 to 17.27, and the results agree with (12) within the test's tolerance.

**What the number means**

Condition (14) fixes the largest allowed ε = ħω/(kPT), so for a stiff mode the bead number grows as ω/T: halving the temperature doubles it. It grows as η^{−1/2} for small η. An accuracy of 0.1 percent takes 193 beads, about 3.2 times as many as 1 percent.

One percent of the total energy is a statement about the zero-point energy. The error at 61 beads is 17.8 cm⁻¹, which is small beside kT but about 10⁵ times the thermal excitation energy of this mode. Subtracting the exact ħω/2 from E_P therefore says nothing about the thermal part. Most of the error cancels if one subtracts the zero-point energy at the same ε, which is (10) with coth(Pa) replaced by 1. What remains is (ħω/2)[coth(Pa) − 1]/cosh a, whose ratio to the exact thermal part is close to e^{x − 2Pa}/cosh a. At 61 beads this is e^{0.057} × 0.990 = 1.048, still about 5 percent too high. A calculation that needs the thermal part by itself must set its tolerance on that part.

The count of 61 belongs to the primitive splitting and to a harmonic mode. Reordering the same factors changes nothing: because the trace is cyclic, exp(−τV) exp(−τK) and exp(−τK/2) exp(−τV) exp(−τK/2) give the same Z_P, and hence the same 61 beads. A higher-order factorization, such as one that adds a force-squared term to the potential, has a different error expansion and is not covered here. For an anharmonic potential, neither the coefficient in (12) nor the steady approach from below has been shown here, and convergence should be checked by repeating the calculation with more beads.

Table of computed values

```
mode wavenumber: 3600 cm^-1
temperature: 300 K
thermal energy kT: 208.510 cm^-1
x = beta hbar omega: 17.2653 (no unit)
exact energy: 1800.0001 cm^-1
exact energy: 0.0082014 hartree
thermal part above zero point: 1.14e-04 cm^-1
P, x/P, E_P in cm^-1, relative error in percent, c x^2/P^2 in percent
   1  17.26532    208.510   88.4161  3726.1407
   4   4.31633    756.760   57.9578   232.8838
   8   2.15817   1223.495   32.0281    58.2209
  16   1.07908   1584.134   11.9926    14.5552
  32   0.53954   1737.873    3.4515     3.6388
  60   0.28776   1781.654    1.0192     1.0350
  61   0.28304   1782.242    0.9866     1.0014
  62   0.27847   1782.802    0.9555     0.9693
  64   0.26977   1783.846    0.8975     0.9097
 128   0.13489   1795.920    0.2267     0.2274
 256   0.06744   1798.978    0.0568     0.0569
error ratio P=64 to P=128: 3.9597 (no unit)
error ratio P=128 to P=256: 3.9898 (no unit)
x, extrapolated coefficient, predicted coefficient (no unit)
  0.5000 0.0850201 0.0850201
  1.0000 0.0895451 0.0895451
  4.0000 0.1188927 0.1188927
 17.2653 0.1249936 0.1250000
1 percent, real-valued threshold: 60.583 beads
1 percent, leading-order value: 61.042 beads
1 percent, smallest P from scan: 61 beads
energy at that P: 1782.242 cm^-1
energy at that P: 0.0081205 hartree
absolute error at that P: 17.759 cm^-1
0.1 percent, real-valued threshold: 192.887 beads
0.1 percent, smallest P: 193 beads
largest relative deviation, grid test: 3.1e-11 (no unit)
largest relative deviation, ring test: 2.6e-13 (no unit)
```
